# Square-root law for stripe domains in a ferroelectric ice slab

**1. Two energies for the same slab**

Take an ice slab 100 nm thick, polarised along its normal with 20 µC/cm². As a single domain it carries an electrostatic energy of 75 J per square metre of slab. Cut into stripes of alternating polarisation, each 1.28 nm wide, it carries 0.78 J/m², walls included. The first figure is formal: it puts about 750 V across 100 nm, and a real slab would be screened or lose its order long before storing that energy. Within the rigid, unscreened model, the hundredfold gain explains why the slab should divide. It does not yet explain why the stripes stop at this width, or how the width changes with thickness.

Two costs compete. Narrow stripes bring opposite surface charges close together and so confine the depolarising field to thin layers at the faces, but they need more walls. The balance gives a width proportional to the square root of the thickness, under conditions stated below.

**2. The model and its energy**

The slab fills \(-d/2<z<d/2\) and is unbounded in \(x\) and \(y\). The spontaneous polarisation is \(\mathbf P_s=P\,s(x)\,\hat{\mathbf z}\), where \(s=+1\) for \(0<x<w\), \(s=-1\) for \(w<x<2w\), and the pattern repeats with period \(2w\). Its magnitude \(P\) is rigid. Each wall costs an energy \(\sigma\) per wall area and is much thinner than \(w\). There is no free charge, and the protons can rearrange until the best width is reached. SI formulas are used.

Besides \(\mathbf P_s\) there is an induced polarisation \(\mathbf p\), from electrons and small ionic displacements, with susceptibilities \(\chi_i\). The electrostatic energy to be minimised over \(\mathbf p\) is

\[
U=\int\Big[\tfrac12\varepsilon_0E^2+\sum_i\frac{p_i^2}{2\varepsilon_0\chi_i}\Big]dV,\qquad
\nabla\!\cdot(\varepsilon_0\mathbf E+\mathbf P_s+\mathbf p)=0,
\]

with \(\mathbf E=-\nabla\phi\). Vary \(\mathbf p\) by \(\delta\mathbf p\). The vector \(\varepsilon_0\delta\mathbf E+\delta\mathbf p\) has no divergence, and \(\mathbf E\) is a gradient, so the integral of their product vanishes after integration by parts. Hence

\[
\delta\int\tfrac12\varepsilon_0E^2dV=\int\varepsilon_0\mathbf E\cdot\delta\mathbf E\,dV=-\int\mathbf E\cdot\delta\mathbf p\,dV .
\]

Stationarity then requires \(p_i=\varepsilon_0\chi_iE_i\). Inserting this, and writing \(\varepsilon_i=1+\chi_i\),

\[
U=\tfrac12\int\varepsilon_0\sum_i\varepsilon_iE_i^2\,dV=\tfrac12\int\rho\,\phi\,dV,\qquad \rho=-\nabla\!\cdot\mathbf P_s .
\]

The second form follows from \(\mathbf E=-\nabla\phi\), one integration by parts, and \(\nabla\cdot(\varepsilon_0\boldsymbol\varepsilon\mathbf E)=\rho\). The energy stored in the linear response is therefore already included.

The walls are parallel to \(\mathbf P_s\) and carry no charge. All of \(\rho\) sits on the faces: \(+Ps(x)\) per area at the top and \(-Ps(x)\) at the bottom.

**3. The potential of the stripes**

The square wave has the sine series \(s=\sum b_n\sin k_nx\), with \(k_n=n\pi/w\) and

\[
b_n=\frac2w\int_0^w\sin\frac{n\pi x}{w}\,dx=\frac{2}{n\pi}(1-\cos n\pi)=\frac4{n\pi}\quad(n\ \text{odd}),
\]

and zero for even \(n\). Inside the slab \(\varepsilon_x\partial_x^2\phi+\varepsilon_z\partial_z^2\phi=0\). The charge is odd in \(z\), so the potential is too, and each harmonic has the form

\[
\phi_n=A_n\sin(k_nx)\sinh(\kappa k_nz),\qquad \kappa=\sqrt{\varepsilon_x/\varepsilon_z}.
\]

Above the slab, in an isotropic medium of permittivity \(\varepsilon_{\rm out}\), the continuous and decaying solution is

\[
\phi_n=A_n\sin(k_nx)\sinh(\kappa k_nd/2)\,e^{-k_n(z-d/2)} .
\]

At the top face the normal component of \(\varepsilon_0\boldsymbol\varepsilon\mathbf E\) jumps by the surface charge:

\[
\varepsilon_0k_nA_n\big[\varepsilon_{\rm out}\sinh(\kappa k_nd/2)+\varepsilon_z\kappa\cosh(\kappa k_nd/2)\big]=Pb_n .
\]

Put \(g=\varepsilon_z\kappa=\sqrt{\varepsilon_x\varepsilon_z}\). The amplitude of the potential on the face, \(\Phi_n=A_n\sinh(\kappa k_nd/2)\), is

\[
\Phi_n=\frac{Pb_n}{\varepsilon_0k_n[\varepsilon_{\rm out}+g\coth(\kappa k_nd/2)]}.
\]

The two faces contribute equally to \(\tfrac12\int\rho\phi\,dV\), because charge and potential both change sign between them. Their sum per slab area is the average of \(Ps\phi\) over \(x\). Since \(\sin^2\) averages to one half,

\[
U=\sum_{n\,\rm odd}\tfrac12Pb_n\Phi_n
=\frac{8P^2w}{\pi^3\varepsilon_0}\sum_{n\,\rm odd}\frac{1}{n^3\,[\varepsilon_{\rm out}+g\coth(n\pi\kappa d/2w)]},
\]

where \(b_n^2/2k_n=8w/(n^3\pi^3)\) was used. From here on \(U\) means energy per slab area.

This holds for any \(d/w\). A direct solution of Poisson's equation on a grid, for \(d/w=1.2\), \(\varepsilon_x=2\), \(\varepsilon_z=5\) and \(\varepsilon_{\rm out}=1.5\), gave 1.00006 times the energy of the series.

**4. Wide and narrow stripes**

For \(w\gg\kappa d\) and \(w\gg\varepsilon_{\rm out}d/\varepsilon_z\), the argument of coth is small in the harmonics that dominate the sum, and \(\coth y\approx1/y\). As \(g/\kappa=\varepsilon_z\), the bracket becomes \(2w\varepsilon_z/(n\pi d)\), which is much larger than \(\varepsilon_{\rm out}\). Then

\[
U\to\frac{8P^2w}{\pi^3\varepsilon_0}\,\frac{\pi d}{2w\varepsilon_z}\sum_{n\,\rm odd}\frac1{n^2}
=\frac{4P^2d}{\pi^2\varepsilon_0\varepsilon_z}\,\frac{\pi^2}{8}=\frac{P^2d}{2\varepsilon_0\varepsilon_z}.
\]

This is the energy of a plate capacitor with charge \(P\) per area. The field fills the whole thickness, so the energy grows as \(d\). The limit is approached slowly: for permittivity 3 in vacuum the series gives 0.88 of it at \(w=10d\) and 0.98 at \(w=100d\).

For \(w\ll\kappa d\), every coth is close to one; the first correction is of relative order \(e^{-\pi\kappa d/w}\). The remaining sum is the full sum of \(1/n^3\) less its even terms, \(\zeta(3)-\zeta(3)/8=7\zeta(3)/8\). Therefore

\[
U=Cw,\qquad C=\frac{7\zeta(3)}{\pi^3}\,\frac{P^2}{\varepsilon_0(\varepsilon_{\rm out}+g)} .
\]

The lowest harmonic of the field decays into the slab over a depth \(w/(\pi\kappa)\). The two faces no longer feel each other, and the energy is a density proportional to \(P^2/\varepsilon_0\) times a depth proportional to \(w\). The thickness has dropped out. For a slab ten stripe widths thick with \(\varepsilon_x=\varepsilon_z=3\) in vacuum, the grid solution gave 0.99999 times \(Cw\).

**5. The balance**

There is one wall in each width \(w\), with height \(d\), so the wall area per slab area is \(d/w\). The total energy per slab area is

\[
F(w)=Cw+\frac{\sigma d}{w}.
\]

Its derivatives are \(F'=C-\sigma d/w^2\) and \(F''=2\sigma d/w^3>0\). The single minimum lies at

\[
w^*=\sqrt{\frac{\sigma d}{C}}=\left[\frac{\pi^3\varepsilon_0(\varepsilon_{\rm out}+g)\,\sigma}{7\zeta(3)P^2}\right]^{1/2}d^{1/2},\qquad
F^*=2\sqrt{C\sigma d}.
\]

At the minimum \(Cw^*=\sigma d/w^*\): the two energies are equal. Away from it,

\[
\frac{F(w)}{F^*}=\frac12\Big(\frac{w}{w^*}+\frac{w^*}{w}\Big),
\]

so a width wrong by a factor of two costs 25 per cent more energy. The minimum is shallow, and a slab with slow protons may stay well away from \(w^*\).

The exponent 1/2 follows from two things: a surface cost linear in \(w\), and walls that run through the thickness. The electrostatics of a rigid polarisation enters through the coefficient \(C\).

The linear surface cost itself fails when \(w\) becomes comparable with \(\kappa d\), which for equal permittivities \(\varepsilon_x=\varepsilon_z\) means stripes as wide as the slab is thick. To see the direction of the error, write the series as \(U=w\,S(t)\) with \(t=d/w\). At fixed \(d\),

\[
\frac{dU}{dw}=S-t\,\frac{dS}{dt}.
\]

Coth falls as its argument grows, so \(S\) rises with \(t\) towards its limit \(C\). Hence \(S<C\), \(dS/dt>0\), and \(dU/dw<C\). A stationary width obeys \(\sigma d/w^2=dU/dw<C\), which means \(w>w^*\). The stripes are wider than the law says. At \(d=\sigma/C\), where the law would give \(w=d\), minimising the full series for permittivity 3 in vacuum gives a width 1.29 times larger.

**6. Numbers for an ice slab**

The parameters are round values in the regime of ice XI, the proton-ordered form of ordinary ice, and should be read as rough: \(P=20\) µC/cm² \(=0.20\) C/m², \(\varepsilon_x=\varepsilon_z=3\), vacuum outside, \(\sigma=5\) mJ/m² and \(d=100\) nm. The permittivity describes the response at fixed proton order. The much larger permittivity of ice with mobile, disordered protons would count the reorientation of molecules twice.

The size of \(P\) can be understood from the bonds. Each molecule has four tetrahedral bonds, one along the polar axis, and donates protons in two of them. Half of the molecules donate along the axis and in one oblique bond, with axial components \(1\) and \(-1/3\). The other half donate in two oblique bonds with components \(1/3\) each. Both sums are \(2/3\). The two bond vectors have scalar product \(-1/3\), so their sum has length \(\sqrt{2-2/3}=2/\sqrt3\). The axial fraction of the dipole is thus \(1/\sqrt3\) for both kinds. With a rough dipole of 3 debye and 0.032 nm³ per molecule this gives 18 µC/cm².

The wall energy is less certain. A scale follows from the ordering transition near 72 K. If the disordered state has the entropy \(k_B\ln(3/2)\) per molecule of Pauling's count and the ordered state has none, equal free energies at \(T_0\) require an energy difference per volume

\[
K=\frac{k_BT_0\ln(3/2)}{v}\approx12.6\ \text{MJ/m}^3 .
\]

A disordered layer one cell (0.45 nm) thick would cost 5.7 mJ/m², close to the chosen \(\sigma\).

With \(7\zeta(3)/\pi^3=0.27138\) and \(\varepsilon_{\rm out}+g=4\),

\[
C=\frac{0.27138\times(0.20)^2}{8.854\times10^{-12}\times4}\ \text{J/m}^3=3.07\times10^8\ \text{J/m}^3,
\]

\[
w^*=\sqrt{\frac{5\times10^{-3}\times10^{-7}}{3.07\times10^8}}\ \text{m}=1.28\ \text{nm}.
\]

Depolarisation and walls each cost 0.39 J/m². Minimising the full series at several thicknesses, with all else fixed and the stripes kept straight, gives:

| \(d\) (nm) | \(w\) (nm) |
|---|---|
| 50 | 0.90 |
| 100 | 1.28 |
| 200 | 1.81 |
| 400 | 2.55 |

Four times the thickness doubles the width, and the fitted exponent is 0.50000. The thickness \(\sigma/C\) is 0.016 nm, smaller than an atom, so the thin-slab failure of section 5 plays no part here. The weak point is at the other end: 1.28 nm is 2.8 cells, and a continuum with thin walls is then a marginal description.

**7. Field and voltage at the surface**

For \(w\ll\kappa d\), \(\Phi_n=4Pw/[n^2\pi^2\varepsilon_0(\varepsilon_{\rm out}+g)]\). At the centre of an up domain \(\sin(n\pi/2)\) alternates in sign over odd \(n\), and the sum \(1-1/9+1/25-\dots\) is Catalan's constant \(G\approx0.916\). The top-face potential there is

\[
\phi_c=\frac{4G}{\pi^2}\,\frac{Pw}{\varepsilon_0(\varepsilon_{\rm out}+g)}=2.68\ \text{V}.
\]

Just inside the face, \(\partial_z\phi_n=\kappa k_n\phi_n\). The factor \(k_n\) cancels the one in \(\Phi_n\), and the series sums back to the square wave:

\[
E_z=-\frac{\kappa P\,s(x)}{\varepsilon_0(\varepsilon_{\rm out}+g)} .
\]

This normal component has magnitude 56 MV/cm, opposed to the polarisation. There is also an in-plane component, which vanishes at the centre of a domain and grows logarithmically towards the line where a wall meets the face; on the wall at a depth of 0.16 nm it is about 59 MV/cm. Narrow stripes confine the field to a thin layer; they do not make it small at the face. For scale, a good silica film breaks down near 10 MV/cm, although a layer about a nanometre deep need not follow that figure.

Neighbouring domains differ by 5.4 V on the same face. Compared with a rough band gap of 9 eV, this is too little to pay for moving an electron from one to the other, if surface states and electron–hole attraction are ignored. The voltage grows as \(w\), hence as \(\sqrt d\), and reaches the gap at \(100\,(9/5.36)^2\approx280\) nm. Beyond that, this crude criterion says that electrons would start to screen the stripes.

**8. A surface that yields**

Reversing the axial dipole \(Pv\) of one molecule in the field at the face would change its energy by \(2PvE=0.45\) eV. The field weakens over the depth of a molecule, which lowers this to about 0.34 eV at the centre of a domain, and to less near a wall. The ordering energy \(Kv\) is about 2.5 meV per molecule. A lone reversal would also create defects in the hydrogen-bond network, at a few tenths of an eV each, but molecules that turn together can avoid them. A rigid \(P\) is therefore a poor assumption near the faces.

A simple alternative removes the surface charge altogether. Above the end of each wall, place a triangular wedge polarised in the plane, with its base \(w\) on the face and its apex at depth \(w/2\). Its sides are inclined at 45°. Let the in-plane polarisation have magnitude \(P\) and point from the up stripe to the down stripe at the top face, and the opposite way at the bottom. Its component normal to each side then equals that of the adjoining stripe, so the sides carry no charge.

Each wedge has cross-section \(w^2/4\), and there is one per width on each of two faces: the volume per slab area is \(w/2\). Let the wedge material cost \(K\) per volume, taking the ordering energy as a scale, and let its sides cost \(\sigma\) per area. The straight walls shorten to \(d-w\). The inclined sides have length \(\sqrt2\,w\) per wedge, which gives \(2\sqrt2\) of area per slab area. Then

\[
F_{\rm cl}=\sigma\frac{d-w}{w}+2\sqrt2\,\sigma+\frac{Kw}{2}
=\frac{\sigma d}{w}+\frac{Kw}{2}+(2\sqrt2-1)\sigma .
\]

The last term does not depend on \(w\), and

\[
w_{\rm cl}=\sqrt{\frac{2\sigma d}{K}}=8.9\ \text{nm}.
\]

The square root survives because the surface cost is still linear, but the width is seven times larger. The energy is also lower: the straight-wall and wedge terms are about 56 mJ/m² each, and the constant adds 9 mJ/m², for a total near 0.12 J/m² against 0.78 J/m². Within these assumed costs the slab prefers closure wedges.

**9. Branching and loss of order**

The stripes of section 5 are the best among straight, equal ones. Other textures can do better even with rigid \(P\). Let a needle of reversed polarisation open inside each domain, starting at a depth \(h\) and widening linearly to \(w/3\) at the face. The face then shows stripes of width \(w/3\), while the interior keeps width \(w\).

With \(w\) held at 1.28 nm, the Poisson equation was solved for \(h=w,2w,3w,4w\). The best of these is \(h=3w\). The electrostatic energy falls by 207 mJ/m² and the added walls cost 60 mJ/m², a net gain of 147 mJ/m². Reducing the surface width to \(w/3\) would by itself save \(\tfrac23\times391.5=261\) mJ/m²; the missing 54 mJ/m² is the price of the charge on the inclined needle walls.

So in a continuum the straight stripes are not the ground state for these parameters. The lattice sets a limit: \(w/3=0.43\) nm is slightly less than one cell, so at 100 nm the pattern does not fit at this width. A slightly wider stripe makes room. If \(h=3w\) is kept, the surface pattern scales with \(w\): its electrostatic energy, \(391.5-206.8=184.7\) mJ/m² at 1.277 nm, is proportional to \(w\), and the added wall energy stays at 60 mJ/m². At \(w=1.35\) nm, where \(w/3\) is one cell, the electrostatic energy is 195 mJ/m² and the straight walls cost 370 mJ/m². The total is about 0.63 J/m², against 0.78 J/m² for the best straight stripes. At 50 nm the same estimate gives 0.44 against 0.55 J/m², and from about 112 nm upward the pattern fits without any widening. In this continuum estimate, all rows of the table in section 6 are thus optima among straight stripes only.

Real ice adds a cost that the estimate leaves out. The charge on the needle walls, \(2P/3\) per slab area at each face, must be carried by orientational defects of the hydrogen-bond network. With roughly \(0.4e\) and 0.3 eV per defect, the two faces need some \(4\times10^{18}\) defects per square metre, at a cost of about 0.2 J/m². At 50 nm this exceeds the gain from branching, 0.11 J/m², so straight stripes may survive there against this kind of needle. At 100 nm the gain is 0.16 J/m² for \(w=1.35\) nm. If the width is free and \(h=3w\) is kept, the best width is 1.86 nm and the gain rises to about 0.185 J/m². For this needle, gain and defect cost are then nearly equal. A needle that widens only to \(w/4\), with \(h=3w\) and \(w=1.85\) nm, gains 0.184 J/m² and needs 0.15 J/m² of defects, a net gain of about 0.03 J/m². Such rough numbers do not decide between the patterns. The gain grows with thickness, and in thicker slabs branching can still pay. Once branching sets in, the surface cost is no longer \(Cw\), and the square-root law is not assured.

In thin slabs a different rival appears. Giving up the order altogether costs about \(Kd\) at low temperature, where the entropy term is neglected. Rigid stripes cost more than this if \(2\sqrt{C\sigma d}>Kd\), that is, if

\[
d<\frac{4C\sigma}{K^2}\approx39\ \text{nm}.
\]

At 100 nm the stripes cost 7.8 MJ/m³, below \(K\), but not by much. At finite temperature the Pauling entropy lowers the cost of disorder to \(K(1-T/T_0)d\). With \(P\) and \(\sigma\) held fixed, rigid stripes at 100 nm then beat the disordered slab only below about 27 K, far below the temperature at which ordering is accessible, and at 60 K the limiting thickness is about 1.4 µm. Closure wedges, being cheaper, would move this limit to thinner slabs.

**10. The model beside real ice**

Pure ice hardly orders on laboratory time scales, because its protons freeze in place; doping with hydroxide makes the ordering near 72 K accessible. A real slab may thus fail the assumption of equilibrium before any other. The chosen \(P\) is that of complete polar order, so partial order would lower \(C\) and, at fixed \(\sigma\), widen the stripes; a lower \(\sigma\) would work against this. The wall energy is an estimate, but it enters as a square root: half the value would reduce \(w\) by 29 per cent. It should also be a free energy, since a patch of wall the size of one cell face, 0.45 nm by 0.73 nm, costs 10 meV, not far above \(k_BT_0=6.2\) meV, and thermal roughening of walls cannot be dismissed.

Two assumptions can change the width by a large factor. The yielding surface raises the width from 1.3 to about 9 nm in the estimate above. Compensating charge acts in the same direction: if ions or adsorbed charge leave a fraction \(f\) of the bound charge on every stripe, \(C\) scales as \(f^2\) and \(w\) as \(1/f\), so \(f=0.1\) would give 13 nm. With full compensation the electrostatic reason for domains disappears. The 1.28 nm is thus the answer of a rigid, unscreened model and not a prediction for a particular film. The main values are collected in the numerical output below.

## Calculated quantities

```
INPUTS (round, rough)
polarisation P: 20.0 uC/cm2
relative permittivity: 3.0
wall energy: 5.0 mJ/m2
slab thickness: 100 nm
cell length across walls: 0.45 nm
cell height along polar axis: 0.73 nm
volume per molecule: 0.032 nm3
molecular dipole: 3.0 debye
ordering temperature: 72 K
band gap: 9 eV
RESULTS
P from bond model: 18.1 uC/cm2
7 zeta(3)/pi^3: 0.27138
surface coefficient C: 306.5 MJ/m3
domain width: 1.277 nm
domain width in cells: 2.84
depolarisation energy: 391.5 mJ/m2
wall energy per slab area: 391.5 mJ/m2
total domain energy: 782.9 mJ/m2
single-domain energy: 75294 mJ/m2
minimised width at d = 50 nm: 0.903 nm
minimised width at d = 100 nm: 1.277 nm
minimised width at d = 200 nm: 1.806 nm
minimised width at d = 400 nm: 2.554 nm
fitted exponent: 0.50000
Poisson / series energy, thin slab: 1.00006
Poisson / formula C, thick slab: 0.99999
LIMITS AND NEGLECTED EFFECTS
thickness sigma/C: 0.0163 nm
true width / law there: 1.29
ordering energy scale K: 12.60 MJ/m3
domain energy per volume: 7.83 MJ/m3
thickness where these are equal: 38.6 nm
K times cell length: 5.67 mJ/m2
width with closure wedges: 8.91 nm
best needle height / w (of 1,2,3,4): 3
branching: electrostatic change: -206.8 mJ/m2
branching: added wall energy: 60.1 mJ/m2
branching: net change: -146.7 mJ/m2
branched surface width w/3: 0.426 nm
thickness where w/3 is one cell: 111.7 nm
inner surface field: 56.5 MV/cm
energy to reverse a molecule there: 0.451 eV
potential at domain centre: 2.68 V
potential difference of neighbours: 5.36 V
thickness where it equals the gap: 282 nm
wall energy per cell face: 10.3 meV
thermal energy at ordering temperature: 6.2 meV
```
